Why can Wannier spread minimization stop at a false minimum?

**Question**

I minimize the Marzari–Vanderbilt spread for a single isolated band on a two-dimensional k mesh. The gradient goes to zero and the spread stops falling, so I took the result to be the maximally localized Wannier function. Different starting phases give different final spreads, however, and some of the functions are complex although my Hamiltonian is real. I have been told to blame the branch cut of Im ln M_nn, or diagonal overlaps that vanish, and to use good projections or guiding centres. What creates the false minima, are they always complex, and which remedy cures what?

**Answer**

A vanishing gradient away from the branch cut shows, for a single band, that you are at a local minimum, but not that it is the lowest one. For one band the minima with a vanishing gradient can be worked out completely: they are labelled by vortices of the gauge phase on the k mesh, and the branch cut holds the vortices in place. When the Berry flux is weak, in a sense made precise below, the vortex-free minimum is the lowest and the vortex states are the false minima; on a coarse mesh with strongly concentrated flux a vortex pair can instead lie lower. A projection without zeros, on a mesh fine enough to resolve it, avoids them. Guiding centres cure a different fault of the same cut.

**The functional**

Take a square lattice of constant a and an L×L mesh with N = L² points and step b = 2π/(La). The band is isolated and has zero Chern number. For d = x, y define

M_d(k) = ⟨u_k|u_{k+b d}⟩,  θ_d(k) = Im ln M_d(k), with −π < θ_d ≤ π,

and assume that no M_d vanishes. The weights must satisfy Σ_b w_b b_α b_β = δ_αβ. The two neighbours ±b along each axis give 2w_b b² = 1, so w_b = 1/(2b²). The backward overlap is the complex conjugate of a forward one, so its phase is −θ. Since b also changes sign, both neighbours contribute equally:

r_d = −(1/N) Σ w_b b_d Im ln M = −(1/(Nb)) Σ_k θ_d(k).

In the same way, with 1/(Nb²) = a²/4π², the spread is Ω = Ω_I + Ω_D, where

Ω_I = (a²/4π²) Σ_{k,d} (1 − |M_d|²),
Ω_D = (a²/4π²) [Σ_{k,d} θ_d² − (Σ_k θ_x)²/N − (Σ_k θ_y)²/N].

A gauge change u_k → e^{iφ(k)} u_k leaves |M_d| alone, so Ω_I is fixed. The phases become

θ_d(k) → θ_d(k) + φ(k+b d) − φ(k) + 2π m_d(k),

where the integer m_d brings the result back into the principal interval.

**One minimum per branch**

Hold the integers m_d fixed. The allowed φ then obey linear inequalities |θ_d| < π and form a convex region. Inside it Σ_k θ_d is constant, because the differences of φ cancel around the periodic mesh. The centre therefore cannot move, and Ω_D varies as (a²/4π²) Σθ². Its second-order change under δφ is

(a²/4π²) Σ_{k,d} [δφ(k+b d) − δφ(k)]² ≥ 0,

which vanishes for a constant δφ alone. Each region thus has at most one interior minimum, up to a global phase. The functional is a set of parabolic bowls bounded by the branch cuts. It is not continuous there: when one link passes from π to −π, Σθ² is unchanged but Σ_k θ_d drops by 2π, so the spread jumps by a²(θ̄_d/π − 1/N), where θ̄_d is the mean phase before the jump. An upward jump can hold a minimum on the cut itself, where the gradient need not vanish. What follows concerns the interior minima.

To label the bowls, let (i,j) denote both a mesh point and the plaquette with that point as its lower left corner. Sum θ counterclockwise:

c(i,j) = θ_x(i,j) + θ_y(i+1,j) − θ_x(i,j+1) − θ_y(i,j) = F(i,j) + 2π n(i,j).

Here F is the principal value of the sum, the gauge-invariant Berry flux, and n is an integer: the vortex charge. Each link enters two plaquettes with opposite signs, so Σc = 0. Zero Chern number means ΣF = 0, hence Σn = 0. For a nonzero Chern number Σn could not vanish, and no vortex-free gauge would exist.

**The spread at a minimum**

Setting ∂Ω_D/∂φ(k) = 0 gives

θ_x(i,j) − θ_x(i−1,j) + θ_y(i,j) − θ_y(i,j−1) = 0.

This is solved by a plaquette potential v and uniform parts θ̄_d:

θ_x(i,j) = θ̄_x + v(i,j) − v(i,j−1),
θ_y(i,j) = θ̄_y + v(i−1,j) − v(i,j).

Inserting these into the plaquette sum gives

c(i,j) = 4v(i,j) − v(i+1,j) − v(i−1,j) − v(i,j+1) − v(i,j−1) ≡ (Kv)(i,j).

So v = Gc, where G inverts K on functions of zero sum. No other solution with the same c and θ̄ exists: the difference of two would have no plaquette sum and no mean, so it would be the gradient of a periodic function. Stationarity would make that function harmonic, hence constant.

The uniform parts drop out of Ω_D. What remains is the sum of squared differences of v over neighbouring plaquettes, vᵀKv = cᵀGc:

Ω_D = (a²/4π²) (F + 2πn)ᵀ G (F + 2πn).

If the θ found this way violates |θ| < π, that branch has no interior minimum. If it satisfies the condition, the minimum is genuine.

Relative to n = 0, the excess is

ΔΩ = a² [nᵀGn + (1/π) nᵀGF].

The first term has a simple meaning for a ± pair. It is the resistance between the two plaquettes when neighbouring plaquettes are joined by unit resistors: Gn is the potential for unit current, and nᵀGn is the potential difference.

**When the vortex-free minimum is global**

In an arbitrary gauge, θ − θ̄ also contains a gradient part. It is orthogonal to the part built from v, so it can only add to Σθ². The formula is therefore a lower bound for every gauge with charges n.

The eigenvalues of K are 4 − 2cos q_x − 2cos q_y ≤ 8, so nᵀGn ≥ Σn²/8. Also |nᵀGF| ≤ max|GF| Σ|n| ≤ max|GF| Σn². Together,

ΔΩ ≥ (a²/π) (π/8 − max|GF|) Σn².

If max|GF| < π/8, every vortex state lies above the n = 0 minimum. What then remains free is a translation by lattice vectors, which changes θ̄ and not the spread, as long as no θ is pushed across the cut.

**Where vortices come from: the projection**

Projecting on a trial orbital g multiplies the Bloch state ψ_k by the phase of A(k) = ⟨ψ_k|g⟩. Where A is nonzero throughout the zone, the resulting gauge is smooth. On a sufficiently fine mesh all θ are then small and n = 0. Near a simple zero, A is linear in the displacement from the zero, with independent real and imaginary parts, and its phase winds by ±2π. A mesh that resolves this winding records n = ±1.

For an isolated band, then, the vanishing overlap that matters is the one between band and trial orbital. The gauge cannot change |M|.

**A worked case**

Take point-like orbitals A at (½,½)a and B at the origin, with energies +2 and −2 eV, coupled by

H_AB(k) = f(k) = −(1 + 0.8 e^{−ik_x a} + 0.6 e^{−ik_y a}) eV,

with Bloch phases e^{ik·R} taken at the cell origins R, so that A in cell R couples to B at R, R − a x̂ and R − a ŷ.

Use the lower band, with components C_A and C_B, and L = 12. Here max|GF| = 0.057, below π/8 = 0.393, so the n = 0 minimum is global.

Orbital B alone is a good trial, since |C_B| ≥ 0.905 on the mesh. The spread starts at 0.1105 a² and descends to 0.1080 a².

Now spread the trial over three cells, with weights 1, 0.8 and 1.1 on B at 0, a x̂ and a ŷ:

A(k) = C_B*(k) (1 + 0.8 e^{−ik_x a} + 1.1 e^{−ik_y a}).

The bracket vanishes if |1 + 0.8 e^{−ik_x a}| = 1.1, that is 1.64 + 1.6 cos k_x a = 1.21. This gives cos k_x a = −0.269 and k_x a = ±1.843. Likewise 2.21 + 2.2 cos k_y a = 0.64 gives k_y a = ±2.365. The imaginary part, 0.8 sin k_x a + 1.1 sin k_y a = 0, requires opposite signs. The zeros are ±k₀ with k₀a = (1.843, −2.365), or (3.52, −4.52) mesh steps. Modulo 12 they lie in plaquettes (3,7) and (8,4), where the program finds charges −1 and +1.

Descent from this start ends at 1.073 a². The excess follows from the formula:

ΔΩ = (0.967 − 0.002) a² = 0.965 a².

The largest |θ| is 1.85, safely below π. A random kick of up to 0.2 rad per mesh point raises the spread to 1.248 a², and renewed descent returns it to 1.073 a². The function really is more extended: its spread summed directly in real space is 1.097 a², against 0.112 a² for the global minimum.

A finer mesh does not help. At a distance of ρ mesh steps from one vortex, unit current spreads over a circumference 2πρ, so its density is 1/(2πρ). The dissipated power is

∫ (1/(2πρ))² 2πρ dρ = (1/2π) ln(ρ_max/ρ_min)

per vortex, and twice that for the pair. With the positions in k fixed, ρ_max grows as L, so each doubling of L adds about a² ln 2/π = 0.221 a². From L = 12 to 24 to 48 the computed excess rises by 0.207 and then 0.228 a².

**A wrong centre gives it away**

Let S_j = Σ_i θ_x(i,j) be the phase around row j. Summing c over i cancels the θ_y terms, so S_j − S_{j+1} = Σ_i (F + 2πn). Relative to the vortex-free minimum, S_j changes by 2πW_j with integer W_j, and

W_j − W_{j+1} = Σ_i n(i,j).

Multiply by j and sum from 0 to L−1. Shifting the index in the second term, with W_L = W_0, turns the left side into Σ_j W_j − L W_0. The right side is P_y, where P = Σ (i,j) n(i,j). Hence

Δr_x = −(1/(Nb)) 2π Σ_j W_j = −(a/L)(P_y + L W_0) = −aP_y/L modulo a.

For columns the plaquette sum enters with the opposite sign, so Δr_y = +aP_x/L modulo a.

Here P = (8,4) − (3,7) = (5,−3), which predicts a displacement of (3/12, 5/12)a = (0.250, 0.417)a. The program finds the same. The centre obtained from Berry phases that vary continuously from row to row is, on a given mesh, independent of the gauge, modulo a lattice vector. A fractional disagreement therefore exposes a false minimum. Agreement does not exclude one, since P may be a multiple of L.

**Are false minima always complex?**

No: the one above is real. For a real Hamiltonian, time reversal relates k to −k, and a real Wannier function requires θ_d(−k−b d) = θ_d(k). This maps a plaquette onto its inverted partner with the sense of circulation reversed, so n must be odd under inversion. A real trial has A(−k) = A*(k) in the gauge ψ_{−k} = ψ_k*, and produces such an odd pair. Descent preserves the symmetry.

If the weight 0.8 is replaced by 0.8 e^{iπ/3}, both zeros move by two mesh steps along k_x and the odd symmetry is lost. The minimum then has spread 1.072 a² and is truly complex. With w normalized, 1 − |Σw²| is zero for a function that is real up to a global phase; here it is 0.446.

A general set of vortices has no inversion symmetry, so complex functions are what a random start should be expected to give. Of 200 random starts, all 200 were trapped, all with complex functions, at excesses from 4.4 to 11.5 a² (the range depends on the step size of the descent). A complex result is thus a warning for a real Hamiltonian, but a real result is no certificate.

**What guiding centres cure**

For a compact function centred at r, θ_d ≈ −b r_d plus small fluctuations. When |b r_d| is near π, meaning that the centre lies about half the mesh supercell La from the origin, the fluctuations fall on both sides of the cut. Some links jump by 2π and the reported spread is wrong.

If a fraction p of the x links jumps, and the fluctuations are neglected, the variance 4π²p(1−p) adds

(a²/4π²) N · 4π² p(1−p) = N p(1−p) a²,

at most N/4 = 36 a² here. Moving the origin so that the globally optimal function sits at x = 6a gives a reported spread of 35.8 a² for the same function. Unguided descent from there stood at 18.5 a² after 3000 steps, with a total of 24 unit vortices. The cut had turned the best function into a bad start.

A guiding centre r_g near the true one selects the branch

θ_d = Im ln(M_d e^{ib r_{g,d}}) − b r_{g,d}.

The phase inside the logarithm is now near zero, away from the cut. The reported spread returns to 0.1080 a², and guided descent keeps it there.

The vortex pair is another matter. Its largest |θ| is 1.85, and a guide at the correct centre shifts the phases by b r_g, about 0.03 rad. No link changes branch, and guided descent from the bad projection still ends at 1.073 a².

**Vanishing M_nn in a group of bands**

With several bands, mixing can change |M_nn|. Take a two-band link with overlap matrix V, whose first row is (z, −s) and second row (s, z*). Here z = M_nn = |z|e^{iχ} and s = √(1−|z|²). Rotate the bands at one end, V → V e^W, where W has first row (0, −w*), second row (w, 0), and w is small. To first order

δz = −s w,  δχ = Im(δz/z) = −s Im(w/z),  δ(χ²) = 2χ δχ.

Choosing the phase of w to maximize the change gives a slope, per unit |w|, of

2|χ| √(1−|M_nn|²)/|M_nn|.

For χ = 1 this is 3.46 at |M_nn| = 0.5 and 200 at 0.01. At the zero itself the phase is undefined. Since χ winds by 2π around z = 0, the cut ends there. A straight path through zero changes χ by π without crossing the cut. The vortex charges are not protected in a group even away from such zeros: mixing changes the plaquette sum of one band's diagonal phases continuously, and when that sum passes π, n changes although no link crosses the cut.

Nor is the zero a minimum of the link's contribution 1 − |z|² + χ²: along χ = 0 this falls as |z| grows. Near a vanishing M_nn the slope of χ² grows without bound when χ ≠ 0 (in the full spread the phase is measured from the band's mean phase −b r_n), and at the zero the branch is undefined. Whether a particular composite group then ends in a false minimum is not settled by this argument.

**What to do**

Choose trial orbitals whose projection stays well away from zero across the zone, and use guiding centres so that the branch is right for displaced functions. For an isolated band, then compute n from the plaquette sums of the final phases. If n is nonzero and max|GF| < π/8, the vortex-free minimum lies lower, so change the projection; further descent will not remove a trapped vortex. If that condition fails, first check that the vortex-free solution satisfies |θ| < π, since otherwise it is not a minimum. If it does, the sign of ΔΩ from the formula above decides which of the two is lower. The numerical check checks numerically the spread at each minimum, the vortex charges, the centre shift, the effect of guiding centres and the two-band slope; the estimate N p(1−p) a² is only compared with the printed spread.

Calculated quantities

```
on-site energies: +/-2.0 eV; hoppings: (1.0, 0.8, 0.6) eV
orbital positions A, B: [0.5 0.5], [0. 0.] a
mesh: 12 x 12; step b = 0.52360 1/a
smallest direct gap: 4.0072 eV
smallest |C_B(k)|: 0.9056
largest |Berry flux| per plaquette: 0.02224 rad
max |G F|: 0.05707 rad; bound pi/8: 0.39270 rad
good trial, spread before descent: 0.110549 a^2
global minimum, spread: 0.107990 a^2
  invariant part: 0.106675 a^2; Omega_D: 0.001315 a^2
  centre: (0.06320, 0.05302) a
three-cell trial weights: 1, 0.8, 1.1
projection zero k0: (1.8429, -2.3655) 1/a, and -k0
  k0 in mesh steps: (3.520, -4.518)
  vortex charge -1 on plaquette (3, 7)
  vortex charge +1 on plaquette (8, 4)
real false minimum, spread: 1.072563 a^2
  Omega_D: 0.965888 a^2; excess: 0.964574 a^2
  resistance term: 0.967017 a^2
  flux cross term: -0.002444 a^2
  largest |theta|: 1.8524 rad
  centre: (0.31320, 0.46969) a
  centre displacement: (0.25000, 0.41667) a
  predicted modulo a: (0.25000, 0.41667) a
  after kick up to 0.2 rad: 1.248181 a^2
  after renewed descent: 1.072563 a^2
complex false minimum, spread: 1.071506 a^2
complexity 1-|sum w^2|, global: 0.0e+00
  real false: 0.0e+00; complex false: 0.4458
real-space spread, global: 0.112381 a^2
real-space spread, real false: 1.097268 a^2
global, L=48: functional 0.112100 a^2, real space 0.112380 a^2
false-minimum excess, L=12: 0.96457 a^2
false-minimum excess, L=24: 1.17203 a^2
false-minimum excess, L=48: 1.40034 a^2
ln(2)/pi: 0.22064 a^2 per mesh doubling
random starts: 200; trapped: 200; trapped and complex: 200
  excess of trapped runs: 4.3938 to 11.4684 a^2
displaced origin (5.93680, 0.0) a, same function:
  spread without guide: 35.82805 a^2
  spread with guide: 0.107990 a^2
  after unguided descent: 18.478331 a^2, vortices left: 24
  after guided descent: 0.107990 a^2
vortex pair after guided descent: 1.072563 a^2
two-band link, phase 1.0 rad, |M_nn|=0.5: slope 3.4641
two-band link, phase 1.0 rad, |M_nn|=0.1: slope 19.8997
two-band link, phase 1.0 rad, |M_nn|=0.01: slope 199.9900
```
